# How Space-Group Operations Transform Tight-Binding Hamiltonians in Both Phase Conventions

**Q.** You say that a crystal symmetry relates the tight-binding matrix at \(\mathbf k\) to the one at \(R\mathbf k\). Before any matrix appears, what does the symmetry do to a single orbital?

**A.** Let \(g=\{R|\mathbf t\}\) send \(\mathbf r\) to \(R\mathbf r+\mathbf t\), with \(R\) an orthogonal matrix. It acts on functions by \((\hat g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)=\psi(R^{-1}(\mathbf r-\mathbf t))\). I leave out spin and take real orbitals, orthonormal on each site:
\[
\langle\mathbf r|\mathbf T,a\mu\rangle=\varphi_\mu(\mathbf r-\mathbf T-\boldsymbol\tau_a),
\]
where \(\mathbf T\) is a lattice vector and \(\boldsymbol\tau_a\) a site in the cell. Two assumptions enter. Sites related by symmetry carry the same orbitals, and the set on a site is closed under rotation:
\[
\varphi_\mu(R^{-1}\mathbf r)=\sum_\nu\varphi_\nu(\mathbf r)\,\Delta_{\nu\mu}(R).
\]
Rotation preserves overlaps, so \(\Delta^{T}\Delta=1\). For \(p\) orbitals, \(\varphi_m=r_mf(r)\), and \((R^{-1}\mathbf r)_m=\sum_n r_nR_{nm}\), so \(\Delta=R\). A set holding \(p_x\) but not \(p_y\) would fail under a fourfold rotation about \(z\).

Since \(g\) maps the crystal onto itself, \(R\boldsymbol\tau_a+\mathbf t\) is again a site. Call its type \(a'\), and define the lattice vector
\[
\mathbf L_a=R\boldsymbol\tau_a+\mathbf t-\boldsymbol\tau_{a'} .
\]
The transformed orbital is
\[
\varphi_\mu\big(R^{-1}(\mathbf r-\mathbf t)-\mathbf T-\boldsymbol\tau_a\big)
=\varphi_\mu\big(R^{-1}(\mathbf r-R\mathbf T-\mathbf L_a-\boldsymbol\tau_{a'})\big),
\]
because \(\mathbf t+R\boldsymbol\tau_a=\mathbf L_a+\boldsymbol\tau_{a'}\). Closure then gives
\[
\hat g|\mathbf T,a\mu\rangle=\sum_\nu|R\mathbf T+\mathbf L_a,\,a'\nu\rangle\,\Delta_{\nu\mu}(R).
\]

**Q.** There are two ways of writing a Bloch sum. Does that choice matter here?

**A.** It decides where the phases go. For \(N\) cells the two sums are
\[
|\mathbf k,a\mu\rangle_{\rm I}=\frac1{\sqrt N}\sum_{\mathbf T}e^{i\mathbf k\cdot(\mathbf T+\boldsymbol\tau_a)}|\mathbf T,a\mu\rangle,\qquad
|\mathbf k,a\mu\rangle_{\rm II}=\frac1{\sqrt N}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}|\mathbf T,a\mu\rangle .
\]
Apply \(\hat g\) and set \(\mathbf T'=R\mathbf T+\mathbf L_a\). As \(\mathbf T\) runs once over the lattice, so does \(\mathbf T'\). In convention I we need
\[
\mathbf T'+\boldsymbol\tau_{a'}=R(\mathbf T+\boldsymbol\tau_a)+\mathbf t
\quad\Rightarrow\quad
\mathbf T+\boldsymbol\tau_a=R^{-1}(\mathbf T'+\boldsymbol\tau_{a'}-\mathbf t).
\]
Orthogonality of \(R\) gives \(\mathbf k\cdot R^{-1}\mathbf x=R\mathbf k\cdot\mathbf x\). The phase is therefore \(e^{iR\mathbf k\cdot(\mathbf T'+\boldsymbol\tau_{a'})}e^{-iR\mathbf k\cdot\mathbf t}\), whose first factor belongs to a Bloch sum at \(R\mathbf k\). In convention II, \(\mathbf T=R^{-1}(\mathbf T'-\mathbf L_a)\), and the phase is \(e^{iR\mathbf k\cdot\mathbf T'}e^{-iR\mathbf k\cdot\mathbf L_a}\). In both cases
\[
\hat g|\mathbf k,j\rangle=\sum_i|R\mathbf k,i\rangle D_{ij}(g,\mathbf k),
\]
with the nonzero elements
\[
D^{\rm I}_{a'\nu,a\mu}=e^{-iR\mathbf k\cdot\mathbf t}\Delta_{\nu\mu}(R),\qquad
D^{\rm II}_{a'\nu,a\mu}=e^{-iR\mathbf k\cdot\mathbf L_a}\Delta_{\nu\mu}(R).
\]

**Q.** That transforms basis states. Why should the Hamiltonian follow with \(D\) on the left and \(D^\dagger\) on the right, and not the reverse?

**A.** Define \(H_{ij}(\mathbf k)=\langle\mathbf k,i|\hat H|\mathbf k,j\rangle\). Symmetry means \(\hat g^\dagger\hat H\hat g=\hat H\), so
\[
H_{ij}(\mathbf k)=\langle\hat g\,\mathbf k,i|\hat H|\hat g\,\mathbf k,j\rangle
=\sum_{lm}D^*_{li}\,H_{lm}(R\mathbf k)\,D_{mj},
\]
or \(H(\mathbf k)=D^\dagger H(R\mathbf k)D\). The map \(a\to a'\) is a permutation, so \(D\) has one nonzero block in each block row and block column. Each is a phase times an orthogonal matrix, so \(D\) is unitary. Multiplying by \(D\) on the left and \(D^\dagger\) on the right gives
\[
H(R\mathbf k)=D(g,\mathbf k)\,H(\mathbf k)\,D(g,\mathbf k)^\dagger .
\]
Orbitals on different sites need not be orthogonal. Replacing \(\hat H\) by the identity gives the same law for the overlap matrix.

**Q.** In convention I the phase is common to the whole matrix. Then it cancels, and the two conventions seem to disagree about whether phases matter.

**A.** It does cancel in this law, but the two Hamiltonians are different matrices. With \(V(\mathbf k)\) diagonal and equal to \(e^{i\mathbf k\cdot\boldsymbol\tau_a}\) on site \(a\), we have \(|\mathbf k,j\rangle_{\rm I}=|\mathbf k,j\rangle_{\rm II}V_{jj}(\mathbf k)\). Hence
\[
H_{\rm I}(\mathbf k)=V(\mathbf k)^\dagger H_{\rm II}(\mathbf k)V(\mathbf k),\qquad
D^{\rm II}(g,\mathbf k)=V(R\mathbf k)\,D^{\rm I}(g,\mathbf k)\,V(\mathbf k)^\dagger .
\]
The second relation follows by writing \(\hat g|\mathbf k\rangle_{\rm I}\) in basis II on both sides. Its exponent confirms the signs: since \(\mathbf k\cdot\boldsymbol\tau_a=R\mathbf k\cdot R\boldsymbol\tau_a\),
\[
R\mathbf k\cdot\boldsymbol\tau_{a'}-R\mathbf k\cdot\mathbf t-\mathbf k\cdot\boldsymbol\tau_a=-R\mathbf k\cdot\mathbf L_a .
\]

**Q.** Show me a case where the site phases in convention II cannot be ignored.

**A.** Take a model with the diamond structure: an fcc lattice of cubic constant \(a\), with sites \(A\) at the origin and \(B\) at \(\boldsymbol\tau_B=\tfrac a4(1,1,1)\), each carrying \(s,p_x,p_y,p_z\). The site energies are \(E_s=-0.5\) and \(E_p=-0.2\) hartree. The two-centre integrals \((ss\sigma,sp\sigma,pp\sigma,pp\pi)\) are \((-0.07,0.08,0.10,-0.03)\) hartree for nearest neighbours and \((-0.005,0.01,0.02,-0.004)\) hartree for second neighbours. For a bond with unit vector \(\mathbf u\) from the first orbital to the second, the elements are
\[
\langle s|H|p_m\rangle=u_mV_{sp\sigma},\quad
\langle p_m|H|s\rangle=-u_mV_{sp\sigma},\quad
\langle p_m|H|p_n\rangle=u_mu_n(V_{pp\sigma}-V_{pp\pi})+\delta_{mn}V_{pp\pi}.
\]
I give \(\mathbf k\) in units of \(2\pi/a\).

The fourfold screw has \(R(x,y,z)=(x,-z,y)\) and \(\mathbf t=\boldsymbol\tau_B\). It sends \(A\) to \(B\) with \(\mathbf L_A=0\). For \(B\), \(R\boldsymbol\tau_B+\mathbf t=\tfrac a4(1,-1,1)+\tfrac a4(1,1,1)=\tfrac a2(1,0,1)\), which is an \(A\) site, so \(\mathbf L_B=\tfrac a2(1,0,1)\).

Choose \(\mathbf k=(0.3,0.1,0.2)\), so \(R\mathbf k=(0.3,-0.2,0.1)\). In I the common phase is \(-360^\circ(0.3-0.2+0.1)/4=-18^\circ\). In II it is \(0^\circ\) for \(A\to B\) and \(-360^\circ(0.3+0.1)/2=-72^\circ\) for \(B\to A\).

Now follow the \(s\)–\(s\) element. The bonds from \(A\) to \(B\) are \(\tfrac a4\) times \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\), \((-1,-1,1)\), with phases \(54^\circ,0^\circ,-36^\circ,-18^\circ\). Thus
\[
H^{\rm I}_{sA,sB}(\mathbf k)=-0.07\,(e^{i54^\circ}+1+e^{-i36^\circ}+e^{-i18^\circ})=-0.2344+0.0061i
\]
hartree. At \(R\mathbf k\) the element \(sB,sA\) has the same four phases in another order, and the same value. In II,
\[
H^{\rm II}_{sB,sA}(R\mathbf k)=D_{BA}H^{\rm II}_{sA,sB}(\mathbf k)D_{AB}^*=e^{+i72^\circ}H^{\rm II}_{sA,sB}(\mathbf k),
\]
which takes \(-0.1328+0.1932i\) to \(-0.2248-0.0666i\) hartree. Dropping the phases leaves an error of \(0.276\) hartree in this element, larger than its own modulus of \(0.234\) hartree.

**Q.** Then I shall use convention I and delete its useless global phase.

**A.** You may, as long as you need nothing beyond \(H(R\mathbf k)\). Products and eigenvalues of the symmetry matrices need the phase. Acting twice,
\[
\hat g_2\hat g_1|\mathbf k\rangle=\hat g_2|R_1\mathbf k\rangle D(g_1,\mathbf k)
\ \Rightarrow\
D(g_2g_1,\mathbf k)=D(g_2,R_1\mathbf k)\,D(g_1,\mathbf k).
\]
For a lattice translation \(\{1|\mathbf L\}\), \(\mathbf t=\mathbf L\) and \(\mathbf L_a=\mathbf L\), so both conventions give \(D=e^{-i\mathbf k\cdot\mathbf L}\).

Four screws make the translation \(\mathbf t+R\mathbf t+R^2\mathbf t+R^3\mathbf t=(a,0,0)\), since the transverse parts cancel. Its phase at our \(\mathbf k\) is \(-360^\circ\times0.3=-108^\circ\). In convention I the four steps contribute \(-18^\circ,0^\circ,-36^\circ,-54^\circ\), which add up to this. With the phase deleted, four screws would give the identity, and the translation would be lost.

**Q.** What if \(R\mathbf k\) is the same point as \(\mathbf k\), up to a reciprocal lattice vector? Surely \(D\) then commutes with \(H(\mathbf k)\).

**A.** In II it does. In I there is one more factor. The operations with \(R\mathbf k=\mathbf k+\mathbf G\) form the little group of \(\mathbf k\). Because \(e^{i\mathbf G\cdot\mathbf T}=1\),
\[
|\mathbf k+\mathbf G\rangle_{\rm II}=|\mathbf k\rangle_{\rm II},\qquad
|\mathbf k+\mathbf G\rangle_{\rm I}=|\mathbf k\rangle_{\rm I}V(\mathbf G).
\]
Consequently \(H_{\rm II}\) is periodic, while \(H_{\rm I}(\mathbf k+\mathbf G)=V(\mathbf G)^\dagger H_{\rm I}(\mathbf k)V(\mathbf G)\). To obtain a matrix acting within one space, write \(\hat g|\mathbf k\rangle=|\mathbf k\rangle M(g)\). Then
\[
M_{\rm II}(g)=D^{\rm II}(g,\mathbf k),\qquad M_{\rm I}(g)=V(\mathbf G)\,D^{\rm I}(g,\mathbf k).
\]
The invariance of \(\hat H\) now reads \(H(\mathbf k)=M^\dagger H(\mathbf k)M\), so \(M\) commutes with \(H(\mathbf k)\). Also \(M(g_2g_1)=M(g_2)M(g_1)\), and translations are represented by \(e^{-i\mathbf k\cdot\mathbf L}\). This is the defining property of a small representation, and each energy level carries one. Inserting \(R\mathbf k=\mathbf k+\mathbf G\) in the link between the conventions gives \(M_{\rm I}=V(\mathbf k)^\dagger M_{\rm II}V(\mathbf k)\), so the characters agree.

**Q.** Does the factor \(V(\mathbf G)\) change any physics, or just the bookkeeping?

**A.** Omitting it can hide a degeneracy. Consider \(X\), \(\mathbf k=(1,0,0)\), in the same model. Take the inversion \(g_i=\{-1|\boldsymbol\tau_B\}\), which exchanges the sites, and the twofold rotation \(h=\{R_h|0\}\) about \(y\), with \(R_h(x,y,z)=(-x,y,-z)\). Both send \(\mathbf k\) to \(-\mathbf k=\mathbf k+\mathbf G\), with \(\mathbf G=(-2,0,0)\).

Start with II. For \(g_i\), both lattice vectors vanish. For \(h\), \(\mathbf L_A=0\) and \(\mathbf L_B=R_h\boldsymbol\tau_B-\boldsymbol\tau_B=-\tfrac a2(1,0,1)\), with phase \(e^{-i(-\mathbf k)\cdot\mathbf L_B}=e^{-i\pi}=-1\). Let Pauli matrices act on \((A,B)\), and let \(\Pi={\rm diag}(1,-1,-1,-1)\) be the parity of the orbitals. Then
\[
M_{\rm II}(g_i)=\sigma_x\otimes\Pi,\qquad M_{\rm II}(h)=\sigma_z\otimes\Delta(R_h).
\]
\(\Pi\) and \(\Delta(R_h)\) are diagonal and commute, while \(\sigma_x\) and \(\sigma_z\) anticommute. So \(M(g_i)M(h)=-M(h)M(g_i)\).

If \(M(h)v=\lambda v\), then \(M(h)M(g_i)v=-\lambda M(g_i)v\). Thus \(M(g_i)\) maps the \(\lambda\) states of a level one-to-one onto its \(-\lambda\) states. As \(\lambda\ne0\), the two sets are distinct and equally large, and every level at \(X\) has even degeneracy.

In I, \(D^{\rm I}(h)=1\otimes\Delta(R_h)\), and \(D^{\rm I}(g_i)=e^{i\mathbf k\cdot\boldsymbol\tau_B}\sigma_x\otimes\Pi=i\sigma_x\otimes\Pi\). These commute, and the argument is gone. Here \(V(\mathbf G)\) is \(1\) on \(A\) and \(e^{-i\pi}=-1\) on \(B\), that is \(\sigma_z\otimes1\). Restoring it,
\[
M_{\rm I}(g_i)=i\sigma_z\sigma_x\otimes\Pi=-\sigma_y\otimes\Pi,\qquad
M_{\rm I}(h)=\sigma_z\otimes\Delta(R_h),
\]
which anticommute again.

**Q.** Could the sign be an artefact of your matrices?

**A.** It is already in the group multiplication. We have \(g_ih=\{-R_h|\boldsymbol\tau_B\}\) and \(hg_i=\{-R_h|R_h\boldsymbol\tau_B\}\), so
\[
g_ih=\{1|\boldsymbol\tau_B-R_h\boldsymbol\tau_B\}\,hg_i .
\]
The translation is \(\tfrac a2(1,0,1)\), and its factor at \(X\) is \(e^{-i\pi}=-1\).

**Q.** I would like to see the pairs in the energies.

**A.** At \(X\) the matrix separates by hand. In I, a nearest-neighbour bond with direction signs \((s_x,s_y,s_z)\) has phase \(e^{i\pi s_x/2}=is_x\). Over the four bonds each \(s_m\) sums to zero, as does each product of two different signs, while \(s_xs_ys_z=1\). The surviving couplings between sites are \(s\)–\(p_x\) and \(p_y\)–\(p_z\), of magnitudes
\[
\frac{4V_{sp\sigma}}{\sqrt3}=0.1848,\qquad \frac43(V_{pp\sigma}-V_{pp\pi})=0.1733
\]
hartree.

Of the twelve second neighbours, the eight with \(T_x=\pm a/2\) have phase \(-1\) and the four with \(T_x=0\) have phase \(+1\). Mixed terms cancel between opposite signs of the components. With the second-neighbour integrals, the shifts are
\[
s:\ (-8+4)V_{ss\sigma}=+0.020,\qquad
p_x:\ -4(V_{pp\sigma}+V_{pp\pi})+4V_{pp\pi}=-0.080,
\]
\[
p_y,p_z:\ -2(V_{pp\sigma}+V_{pp\pi})-4V_{pp\pi}+2(V_{pp\sigma}+V_{pp\pi})=+0.016
\]
hartree. The levels before mixing are therefore \(-0.480\), \(-0.280\) and \(-0.184\) hartree. Solving the two-by-two blocks,
\[
E=-0.380\pm\sqrt{0.100^2+0.1848^2}=-0.590,\ -0.170,
\]
\[
E=-0.184\pm0.1733=-0.357,\ -0.011
\]
hartree. Each value occurs twice: once for \((s_A,p_{xB})\) and once for \((s_B,p_{xA})\), and likewise for \((p_{yA},p_{zB})\) and \((p_{zA},p_{yB})\).

**Q.** If I make the two sites different, do all pairs split?

**A.** No. Raise both orbital energies on \(A\) by \(0.05\) hartree and lower those on \(B\) by the same amount. Of the 48 operations, counted modulo lattice translations, the 24 that exchange the sites are lost, \(g_i\) among them. The \(s\)–\(p_x\) blocks now have half-differences \(0.05\) and \(0.15\) hartree in place of \(0.10\), and the levels become \(-0.618,-0.571,-0.189,-0.142\) hartree.

The \(p_y\)–\(p_z\) pairs move to \(-0.184\pm\sqrt{0.05^2+0.1733^2}=-0.364,-0.004\) hartree but remain double. The mirror that exchanges \(y\) and \(z\) survives. It keeps each site and maps \((p_{yA},p_{zB})\) onto \((p_{zA},p_{yB})\), so these two blocks have equal energies.

**Q.** You insisted on the global phase for eigenvalues. What does it do to the symmetry labels of the bands?

**A.** On the line \(\mathbf k=(k_x,0,0)\) the screw leaves \(\mathbf k\) fixed, so \(\mathbf G=0\) and \(M^4=e^{-ik_xa}\). Its eigenvalues are
\[
\lambda=e^{-ik_xa/4}\,i^m,\qquad m=0,1,2,3 .
\]
The prefactor is the global phase of convention I, since \(e^{-iR\mathbf k\cdot\mathbf t}=e^{-ik_xa/4}\) on this line. Deleting it leaves \(i^m\), so the labels \(m\) at one \(\mathbf k\) can be read without it. The phase fixes \(\lambda\) itself and links the labels at equivalent points. Adding \(\mathbf G=(2,0,0)\) to \(\mathbf k\) leaves \(H_{\rm II}\), \(M_{\rm II}\) and hence \(\lambda\) unchanged, but multiplies the prefactor by \(e^{-i\pi}=-1\), so \(m\) shifts by 2. Numerical diagonalization of \(H\), and then of \(M\) within each level, gives at \(k_x=0.3\) single levels with \(m=0\) at \(-0.817\) and \(-0.106\) hartree, and with \(m=2\) at \(-0.311\) and \(-0.209\) hartree. Double levels with \(m=1,3\) lie at \(-0.251\) and \(-0.067\) hartree.

At \(X\) the levels at \(-0.590\) and \(-0.170\) hartree each contain \(m=0\) and \(m=2\). This follows from \(D^{\rm II}\). The screw exchanges the blocks \((s_A,p_{xB})\) and \((s_B,p_{xA})\), so \(M\) has zero trace within each of these levels. The phases for \(A\to B\) and \(B\to A\) are \(1\) and \(e^{-i\pi}=-1\), so \(M^2=-1\) there and \(\lambda=\pm i\). Since \(e^{-ik_xa/4}=-i\) at \(X\), these are \(m=2\) and \(m=0\). The other two levels at \(X\) each contain \(m=1\) and \(m=3\).

All numerical values are calculated from the stated model.
